# Why a sharp metal corner has infinite current density but finite resistance: verification in Python

```python
"""
Result under test: in a thin metal bend with a sharp 270-degree metal corner,
  J/J0 -> (4 w / (3 pi r))**(1/3)  close to the corner (diverges),
  power inside radius r -> (9 pi/8) (4/(3 pi))**(2/3) (r/w)**(4/3) * I^2 Rs,
  R = Rs * ((L1 + L2)/w + c),  c = 1 - 2 ln2/pi  (finite).
Symbols: w line width, t thickness, r distance from the inner corner,
J0 current density far from the bend, I total current, Rs = resistivity/t,
L1 and L2 arm lengths measured from the inner corner, q = J0/J on the inner wall.
One "square" is the resistance Rs of a straight piece of length w.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

pi = np.pi
c_formula = 1 - 2 * np.log(2) / pi
amplitude = (4 / (3 * pi)) ** (1 / 3)
power_coefficient = (9 * pi / 8) * amplitude ** 2


def wedge_exponent(angle, n=800):
    """Lowest nonconstant angular mode with insulated walls, by diagonalization."""
    step = angle / n
    diagonal = np.full(n, 2.0)
    diagonal[[0, -1]] = 1.0
    values = eigh_tridiagonal(diagonal / step**2, -np.ones(n - 1) / step**2,
                              eigvals_only=True, select="i", select_range=(0, 1))
    return np.sqrt(values[1])


def wall_distance(q):
    """Distance from the corner, in units of w, where J = J0/q."""
    return (2 / pi) * (np.arctanh(q) - np.arctan(q))


def wall_q(distance):
    return brentq(lambda q: wall_distance(q) - distance, 1e-9, 1 - 1e-13,
                  xtol=1e-15)


def solve_network(a, b, g, size, hot, cold):
    """Potentials and conductance of a resistor network with 1 V applied."""
    links = coo_matrix((g, (a, b)), shape=(size, size)).tocsr()
    links = links + links.T
    degree = np.asarray(links.sum(axis=1)).ravel()
    laplacian = (diags(degree) - links).tocsr()
    phi = np.zeros(size)
    phi[hot] = 1.0
    free = degree > 0
    free[hot] = False
    free[cold] = False
    rhs = -(laplacian @ phi)[free]
    matrix = laplacian[free][:, free].tocsc()
    phi[free] = spsolve(matrix, rhs, permc_spec="MMD_AT_PLUS_A")
    return phi, phi @ (laplacian @ phi)


def metal_cells(n, fillet=0.0):
    """Bend with arms of length 2w; n cells per width; optional inner fillet."""
    i, j = np.indices((3 * n, 3 * n))
    metal = (i < n) | (j < n)
    if fillet > 0:
        d = fillet * n
        x, y = i + 0.5 - n, j + 0.5 - n
        metal |= (x < d) & (y < d) & ((x - d)**2 + (y - d)**2 > d * d)
    return metal


def lower_network(n, fillet=0.0):
    """Potentials on cell vertices: a trial potential, so R is too low."""
    m = 3 * n
    s = m + 1
    ci, cj = np.nonzero(metal_cells(n, fillet))
    p00 = ci * s + cj
    p10, p01, p11 = p00 + s, p00 + 1, p00 + s + 1
    a = np.concatenate([p00, p01, p00, p10])
    b = np.concatenate([p10, p11, p01, p11])
    hot = m * s + np.arange(n + 1)
    cold = np.arange(n + 1) * s + m
    phi, conductance = solve_network(a, b, np.full(a.size, 0.5), s * s, hot, cold)
    return 1 / conductance - 4, phi.reshape(s, s), conductance


def upper_network(n, fillet=0.0):
    """Currents through cell faces: a trial current, so R is too high."""
    m = 3 * n
    metal = metal_cells(n, fillet)
    label = np.arange(m * m).reshape(m, m)
    along_x = metal[:-1] & metal[1:]
    along_y = metal[:, :-1] & metal[:, 1:]
    hot, cold = m * m, m * m + 1
    a = np.concatenate([label[:-1][along_x], label[:, :-1][along_y],
                        label[-1, :n], label[:n, -1]])
    b = np.concatenate([label[1:][along_x], label[:, 1:][along_y],
                        np.full(n, hot), np.full(n, cold)])
    g = np.ones(a.size)
    g[-2 * n:] = 2.0
    conductance = solve_network(a, b, g, m * m + 2, [hot], [cold])[1]
    return 1 / conductance - 4


# Wedge exponents of the potential; the current exponent is one less.
exponent_270 = wedge_exponent(1.5 * pi)
exponent_90 = wedge_exponent(0.5 * pi)
assert abs(exponent_270 - 2 / 3) < 1e-4
assert abs(exponent_90 - 2) < 1e-4

# Wall formula and bend constant against quadrature of the conformal map.
for q in (0.1, 0.5, 0.9):
    zeta = (1 + q * q) / (1 - q * q)
    numeric = quad(lambda x: np.sqrt((x - 1) / (x + 1)) / x, 1, zeta,
                   epsabs=1e-12)[0] / pi
    assert abs(numeric - wall_distance(q)) < 1e-8
c_quadrature = (2 / pi) * quad(lambda u: 1 - np.sqrt(np.tanh(u / 2)), 0, 45,
                               epsabs=1e-11, limit=200)[0]
assert abs(c_quadrature - c_formula) < 1e-7

# Limiting law against the full wall solution at small distance.
r_small = 1e-5
assert abs(1 / wall_q(r_small) / (amplitude * r_small ** (-1 / 3)) - 1) < 1e-4

# Two networks bracket the bend constant without using the map.
sizes = (24, 48, 96)
lower, upper = [], []
for n in sizes:
    c_low, phi, conductance = lower_network(n)
    lower.append(c_low)
    upper.append(upper_network(n))
    assert lower[-1] < c_formula < upper[-1] < 1
factor = 2 ** (4 / 3)
c_extrapolated = [(factor * v[2] - v[1]) / (factor - 1) for v in (lower, upper)]
# Remaining grid error after removal of the leading corner term.
assert max(abs(v - c_formula) for v in c_extrapolated) < 1e-3

# Wall potential of the finest network against the map (1 % grid tolerance).
n = sizes[-1]
for distance in (0.25, 0.5, 1.0):
    k = int(round(distance * n))
    network_squares = (phi[n + k, n] - phi[n, n]) / conductance
    map_squares = (2 / pi) * np.arctanh(wall_q(distance) ** 2)
    assert abs(network_squares / map_squares - 1) < 0.01

# Power near the corner from the network (stepped circle: 4 % tolerance).
dx = np.diff(phi, axis=0) ** 2
dy = np.diff(phi, axis=1) ** 2
cell_power = 0.5 * (dx[:, :-1] + dx[:, 1:] + dy[:-1] + dy[1:]) / conductance**2
i, j = np.indices(cell_power.shape)
radius = np.hypot(i + 0.5 - n, j + 0.5 - n) / n
metal = metal_cells(n)
disc_results = []
for r_disc in (0.25, 0.5):
    measured = cell_power[metal & (radius < r_disc)].sum()
    predicted = power_coefficient * r_disc ** (4 / 3)
    assert abs(measured / predicted - 1) < 0.04
    disc_results.append((r_disc, measured, predicted))

# Rounded corner: resistance falls roughly as fillet radius to the power 4/3.
drops = []
for fillet in (0.125, 0.25):
    c_round = 0.5 * (lower_network(n, fillet)[0] + upper_network(n, fillet))
    drops.append(c_formula - c_round)
assert 0 < drops[0] < drops[1]
fillet_exponent = np.log2(drops[1] / drops[0])
# The fillet is stepped on the grid, hence the wide tolerance.
assert abs(fillet_exponent - 4 / 3) < 0.3

# Worked example: wide copper line, round and rough typical parameters (SI).
w, t, rho, J0, arm = 1000e-9, 500e-9, 2.0e-8, 1e10, 10e-6
density = 8.5e28
current = J0 * w * t
Rs = rho / t
square_power = current**2 * Rs
R_total = Rs * (2 * arm / w + c_formula)

# Sizes of neglected effects.
k_fermi = (3 * pi**2 * density) ** (1 / 3)
mean_free_path = const.hbar * k_fermi / (density * const.e**2 * rho)
squares_in_path = power_coefficient * (mean_free_path / w) ** (4 / 3)
surface_effect = 0.375 * mean_free_path * (1 / w + 1 / t)
round_radius = 50e-9
round_drop = drops[0] * (round_radius / w / 0.125) ** (4 / 3)
temperature_coefficient, T_ref, T_use = 0.0039, 300.0, 378.0
use_rise = temperature_coefficient * (T_use - T_ref)
oxide_thickness, oxide_conductivity = 1000e-9, 1.4
self_heating = J0**2 * rho * t * oxide_thickness / oxide_conductivity
own_field = const.mu_0 * current / (2 * (w + t))
hall_angle = own_field / (density * const.e * rho)

print(f"potential exponent, 270-degree metal: {exponent_270:.4f}")
print(f"potential exponent, 90-degree metal: {exponent_90:.4f}")
print(f"crowding amplitude (4/(3 pi))^(1/3): {amplitude:.4f}")
print(f"power coefficient: {power_coefficient:.4f} squares")
print(f"bend constant c, formula: {c_formula:.5f} squares")
print(f"bend constant c, quadrature: {c_quadrature:.5f} squares")
for n_cells, lo, hi in zip(sizes, lower, upper):
    print(f"network bounds on c, {n_cells} cells per width: {lo:.5f} to {hi:.5f}")
print(f"extrapolated c, lower and upper networks: "
      f"{c_extrapolated[0]:.5f}, {c_extrapolated[1]:.5f}")
for r_disc, measured, predicted in disc_results:
    print(f"power inside r = {r_disc:.2f} w: network {measured:.4f}, "
          f"formula {predicted:.4f} squares")
print(f"width {w*1e9:.0f} nm, thickness {t*1e9:.0f} nm, arms {arm*1e6:.0f} um each")
print(f"resistivity {rho*1e8:.1f} microohm cm, J0 {J0*1e-10:.1f} MA/cm2")
print(f"current: {current*1e3:.2f} mA")
print(f"sheet resistance: {Rs*1e3:.1f} milliohm per square")
print(f"power of one straight square: {square_power*1e6:.3f} uW")
print(f"resistance added to the two arms: {c_formula*Rs*1e3:.2f} milliohm")
print(f"change from equal centreline length: {(c_formula-1)*Rs*1e3:.2f} milliohm")
print(f"total resistance: {R_total*1e3:.2f} milliohm")
for r_nm in (0.001, 1, 10, 100, 1000):
    ratio = 1 / wall_q(r_nm * 1e-9 / w)
    limit = amplitude * (w / (r_nm * 1e-9)) ** (1 / 3)
    print(f"J/J0 on wall at r = {r_nm:g} nm: full {ratio:.3f}, limit law {limit:.3f}")
for r_nm in (1, 10, 100):
    squares = power_coefficient * (r_nm * 1e-9 / w) ** (4 / 3)
    print(f"inside r = {r_nm} nm: {squares:.6f} squares, "
          f"{squares*square_power*1e9:.4f} nW")
print(f"electron density used: {density*1e-6:.2e} per cm3")
print(f"electron mean free path: {mean_free_path*1e9:.1f} nm")
print(f"J/J0 on wall at one mean free path: {1/wall_q(mean_free_path/w):.2f}")
print(f"power inside one mean free path: {squares_in_path:.4f} squares")
print(f"surface scattering scale, diffuse walls: {100*surface_effect:.1f} %")
print(f"drop of c, fillets 0.125 w and 0.25 w: {drops[0]:.4f}, {drops[1]:.4f} squares")
print(f"fillet exponent from these drops: {fillet_exponent:.2f}")
print(f"drop of c for {round_radius*1e9:.0f} nm rounding, scaled: "
      f"{round_drop:.4f} squares")
print(f"temperature coefficient used: {100*temperature_coefficient:.2f} % per K")
print(f"resistance rise from {T_ref:.0f} K to {T_use:.0f} K: {100*use_rise:.0f} %")
print(f"oxide below line: {oxide_thickness*1e9:.0f} nm, {oxide_conductivity} W/(m K)")
print(f"self-heating scale: {self_heating:.2f} K, "
      f"resistance {100*temperature_coefficient*self_heating:.2f} %")
print(f"own magnetic field scale: {own_field*1e3:.2f} mT")
print(f"Hall angle scale: {hall_angle:.1e} rad")
print("finished without a failed check")
```

Printed output:

```
potential exponent, 270-degree metal: 0.6667
potential exponent, 90-degree metal: 2.0000
crowding amplitude (4/(3 pi))^(1/3): 0.7515
power coefficient: 1.9960 squares
bend constant c, formula: 0.55873 squares
bend constant c, quadrature: 0.55873 squares
network bounds on c, 24 cells per width: 0.55397 to 0.56368
network bounds on c, 48 cells per width: 0.55682 to 0.56068
network bounds on c, 96 cells per width: 0.55797 to 0.55950
extrapolated c, lower and upper networks: 0.55872, 0.55872
power inside r = 0.25 w: network 0.3141, formula 0.3144 squares
power inside r = 0.50 w: network 0.7998, formula 0.7921 squares
width 1000 nm, thickness 500 nm, arms 10 um each
resistivity 2.0 microohm cm, J0 1.0 MA/cm2
current: 5.00 mA
sheet resistance: 40.0 milliohm per square
power of one straight square: 1.000 uW
resistance added to the two arms: 22.35 milliohm
change from equal centreline length: -17.65 milliohm
total resistance: 822.35 milliohm
J/J0 on wall at r = 0.001 nm: full 75.150, limit law 75.150
J/J0 on wall at r = 1 nm: full 7.515, limit law 7.515
J/J0 on wall at r = 10 nm: full 3.492, limit law 3.488
J/J0 on wall at r = 100 nm: full 1.652, limit law 1.619
J/J0 on wall at r = 1000 nm: full 1.018, limit law 0.752
inside r = 1 nm: 0.000200 squares, 0.1996 nW
inside r = 10 nm: 0.004300 squares, 4.3003 nW
inside r = 100 nm: 0.092646 squares, 92.6463 nW
electron density used: 8.50e+22 per cm3
electron mean free path: 32.9 nm
J/J0 on wall at one mean free path: 2.36
power inside one mean free path: 0.0210 squares
surface scattering scale, diffuse walls: 3.7 %
drop of c, fillets 0.125 w and 0.25 w: 0.0306, 0.0782 squares
fillet exponent from these drops: 1.35
drop of c for 50 nm rounding, scaled: 0.0090 squares
temperature coefficient used: 0.39 % per K
resistance rise from 300 K to 378 K: 30 %
oxide below line: 1000 nm, 1.4 W/(m K)
self-heating scale: 0.71 K, resistance 0.28 %
own magnetic field scale: 2.09 mT
Hall angle scale: 7.7e-06 rad
finished without a failed check
```
